Why zero broadening in a finite supercell misses the dc conductivity

**Question**

I am computing the dc conductivity of a disordered metal with the Kubo-Greenwood formula in a periodic supercell. The formula contains a delta function of the energy difference between two levels, which I replace by a Lorentzian of width η. Since the broadening is artificial, I expected the result to improve as η → 0. Instead, with a Γ-point calculation, the conductivity settles near a reasonable value and then falls towards zero. Averaging over more disorder configurations does not cure this. At a shifted k-point, with the intraband terms kept, it blows up instead. Which limit is the real dc conductivity, and how should I choose η?

**Answer**

Neither limit is the dc conductivity of the metal. At fixed cell size, η → 0 asks how a system with discrete levels responds to a field applied for an unlimited time. The metallic value requires the opposite order:

σ_dc = lim(η→0) lim(L→∞) σ_L(η).

To see why, it helps to derive the broadened formula, including a term that Kubo-Greenwood leaves out.

**What the broadening means**

Take independent electrons with static disorder on a cubic lattice, in a periodic cell of side L and volume Ω = L³. I set ħ = e = 1 and use the hopping energy t and lattice constant a as units, which are natural for this model. The temperature T is fixed, in energy units, and the chemical potential μ is zero.

A uniform force along x enters through a phase κ on each x-bond, which shifts the crystal momentum. If the force is F₀e^{ητ}, with τ the time, then dκ/dτ equals the force and

κ(τ) = (F₀/η)e^{ητ}.

So η is the rate at which the field is switched on, and the field has acted for a time of order 1/η when we measure at τ = 0. To first order,

H(κ) = H + κv,  v = ∂H/∂κ,
v(κ) = v + κh,  h = ∂²H/∂κ².

Let E_n be the levels of H at κ = 0 and f_n their Fermi occupations. The equation i dρ/dτ = [H(κ), ρ], for a change δρ growing as e^{ητ}, gives

iη δρ_nm = (E_n − E_m)δρ_nm + κv_nm(f_m − f_n),

because [v, ρ₀]_nm = v_nm(f_m − f_n). Solving for δρ_nm,

δρ_nm = κv_nm(f_n − f_m)/(E_n − E_m − iη).

The diagonal elements do not change at this order. The change in total velocity has one part from κh and one from δρ:

δ⟨v⟩ = κ[Σ_n f_n h_nn + Σ_{n≠m} (f_n − f_m)|v_nm|²/(D − iη)],  D = E_n − E_m.

Write 1/(D − iη) = (D + iη)/(D² + η²). The imaginary part is even under exchange of n and m, while f_n − f_m is odd, so it cancels in the sum. For the real part use

D/(D² + η²) = 1/D − η²/[D(D² + η²)].

Define the positive factor F_nm = (f_n − f_m)/(E_m − E_n) = −(f_n − f_m)/D. Then

δ⟨v⟩ = κ[S + η² Σ_{n≠m} F_nm|v_nm|²/(D² + η²)],
S = Σ_n f_n h_nn + Σ_{n≠m} (f_n − f_m)|v_nm|²/(E_n − E_m).

Second-order perturbation theory identifies S. It gives

∂²E_n/∂κ² = h_nn + 2Σ_{m≠n} |v_nm|²/(E_n − E_m).

Multiply by f_n, sum over n, and average the double sum with its copy in which n and m are exchanged. The result is S = Σ_n f_n ∂²E_n/∂κ².

At τ = 0, κ = F₀/η. The electron's charge enters twice, in the force and in the current, so its sign drops out. Dividing by F₀Ω and including a factor 2 for spin,

σ = (2/Ω)[S/η + Σ_{n≠m} F_nm|v_nm|² η/(D² + η²)].

The second term is the Kubo-Greenwood sum, since η/(D² + η²) is π times a normalized Lorentzian. The first is a stiffness term: a current that follows the slowly changing phase without dissipation.

This formula was tested by propagating the density matrix in time for L = 3 and η = 0.5t. In units of e²/(ħa), the stiffness term is −0.27284 and the Kubo-Greenwood sum is 0.28713. Their total, 0.01429, agrees with the propagated response. The complete response of a small cell can therefore be far from the Kubo-Greenwood sum alone.

**Why the Γ-point sum vanishes**

Without spin-orbit coupling, noncollinear magnetism or a magnetic field, as in this model, the Hamiltonian at Γ can be chosen real, and H(κ)* = H(−κ). Differentiating at κ = 0 gives v* = −v, so v is i times a real antisymmetric matrix. A nondegenerate level has a real eigenvector, hence v_nn = 0. Every contributing pair then has a nonzero gap D, and dropping η² from the denominator gives an upper bound:

σ_L(η) ≤ η(2/Ω) Σ_{n≠m} F_nm|v_nm|²/D².

The coefficient is a finite number for a given finite cell, so the sum vanishes as η → 0. Once η is far below every gap with appreciable weight, the bound becomes the value and the fall is linear. For one cell with L = 6, whose smallest gap is 1.70×10⁻³ t, the tested power of η is 1.0000. An exact degeneracy with v_nm ≠ 0 would be an exception, because its term grows as 1/η. With spin-orbit coupling this is the generic case: every level at Γ is a Kramers pair, v generally has nonzero elements within the pair, and the Γ sum then diverges as 1/η instead of vanishing.

Disorder averaging changes the law slightly. Levels of a real disordered Hamiltonian repel, with a pair density proportional to |D| at small separation. Up to a cutoff D₀, such pairs contribute in proportion to

∫₀^{D₀} D η/(D² + η²) dD = (η/2) ln(1 + D₀²/η²).

The average therefore falls as η ln(1/η), which still goes to zero. More configurations reduce the noise in this average, but they do not turn its limit into the metallic value.

**Why the shifted k-point diverges**

At a general twist the Hamiltonian is complex, and v_nn = ∂E_n/∂κ is the slope of a band, generally not zero. If the terms n = m are kept, with F_nn = −f′(E_n), they add

σ_intra = (2/(Ωη)) Σ_n [−f′(E_n)] v_nn².

For the L = 6 cell with a total phase π/2 across it, the tested power of η is −1.0000. If you discard these terms at a finite set of nondegenerate k-points, the bound above applies again and the limit is zero.

The derivation at one fixed twist produced S/η, not σ_intra, so how are the two related? Consider the grand potential per spin, Φ(κ) = −T Σ_n ln(1 + e^{−E_n/T}). Its derivatives are

Φ′ = Σ_n f_n ∂E_n/∂κ,
Φ″ = Σ_n f_n ∂²E_n/∂κ² + Σ_n f′(E_n)(∂E_n/∂κ)² = S − Σ_n [−f′(E_n)]v_nn².

Changing κ by 2π/L changes the total phase across the cell by 2π. A single-valued change of the phases of the site orbitals removes it, so Φ is periodic and Φ″ averages to zero. Averaged over twists, S and Σ(−f′)v_nn² are equal. For L = 4 both averages are 0.427204 ta², an equality that was tested with 32 twists.

The physical picture is simple. Repeating a disordered supercell produces a perfect crystal with a large unit cell. Its Bloch electrons accelerate without any resistance from the disorder that is repeated, and a complete twist average sees this as a term growing like 1/η.

A single Γ cell is no safer if its whole response is kept. In the same L = 4 cell S is −1.964116 ta² at Γ, so the complete response there tends to minus infinity. The zero you found belongs to the Kubo-Greenwood sum, which omits this term.

**Where the collapse at Γ begins**

The relevant scale is the mean spacing Δ between levels of one spin near the chemical potential. Suppose that Δ is nearly constant there, and that the average v̄² of |v_nm|² is independent of the level positions and of D over the range that matters. The density of ordered pairs with mean energy E and difference D is then

(1/Δ²)[1 − Y(D/Δ)],

where Y describes level repulsion. At fixed D the thermal factor integrates to one:

∫dE [f(E − D/2) − f(E + D/2)]/D = 1.

The Kubo-Greenwood sum becomes

σ_L = (2v̄²/(ΩΔ²)) ∫dD [1 − Y(D/Δ)] η/(D² + η²).

With s = D/Δ and x = η/Δ, this is

σ_L(η) = σ_∞ R(x),  σ_∞ = 2πv̄²/(ΩΔ²),
R(x) = 1 − ∫ds Y(s)(x/π)/(s² + x²).

The prefactor has a finite large-cell limit. The sum of |v_nm|² over m is the mean square velocity in state n, which stays finite while it is shared among a number of levels proportional to Ω. Thus v̄² ∝ 1/Ω and Δ ∝ 1/Ω, and the powers of Ω cancel.

The Fourier transform of the normalized Lorentzian is e^{−2π|k|x}, so

R(x) = 1 − 2∫₀^∞ b(k)e^{−2πkx} dk,

where b(k) is the Fourier transform of Y(s). I take b from the known statistics of large real symmetric random matrices, without deriving it here:

b(k) = 1 − 2k + k ln(1 + 2k)  for 0 ≤ k ≤ 1,
b(k) = −1 + k ln[(2k + 1)/(2k − 1)]  for k > 1.

Both limits have a direct meaning. As x → 0 the Lorentzian samples Y at s = 0, where repulsion gives Y = 1, so R → 0. For large x only small k matters, and b(0) = 1 gives

R(x) ≈ 1 − 2∫₀^∞ e^{−2πkx} dk = 1 − 1/(πx).

The missing weight is that of one level: a level has no partner at its own position, because v_nn = 0. At x = 10 the full expression gives 0.9692 and the approximation 0.9682.

For 40 cells with L = 8, the ratios of σ_8(η) to the L = 20 value at η = 0.2t are 0.448, 0.661, 0.814 and 0.968 at x = 0.2, 0.5, 1 and 3. The predictions are 0.408, 0.617, 0.760 and 0.904. The computed ratios are 7 to 10 percent higher, within the tested tolerance of 20 percent. I have not separated the causes of this difference. One candidate is the reference itself: it is taken at η = 0.2t, where the approximation introduced below puts the infinite-lattice value about 7 percent under its η = 0 limit, a shift that interference partly offsets. A second is the set of nonuniform diffusion modes, which R leaves out. Another is momentum sampling: a small cell at Γ samples the underlying band at only a few momenta, which can shift the sum even when η is much larger than Δ. The same approximation evaluated on the 8³ momenta of this cell gives a shift of about +5 percent.

This description needs η and Δ to be small compared with the rate of diffusion across the cell. With ν = 1/(ΩΔ) = 1/(512 × 0.01759) ≈ 0.111 states per site, spin and t, the Einstein relation gives a diffusion constant σ/(2ν) ≈ 0.2517/0.222 ≈ 1.13. The slowest nonuniform diffusion mode then decays at 1.13 × (2π/8)² ≈ 0.70t. The largest η in the comparison is 3Δ ≈ 0.053t, well below this rate. That does not bound the combined effect of the many nonuniform modes, so R is only an approximation here.

**What changes when the size goes first**

In this order the stiffness term drops out of the complete response. In a diffusive metal v_nn² at a general twist is of order 1/Ω, like v̄², so Σ_n(−f′)v_nn² ≈ v_nn²/Δ stays finite as the cell grows. By the equality above, this is also the twist average of S, and its contribution 2S/(Ωη) vanishes as 1/Ω at fixed η. The choice of twist does not matter in this limit, because in a time of order 1/η an electron cannot diffuse around the cell. Only the Kubo-Greenwood sum remains.

As L → ∞ at fixed η, many levels lie within each Lorentzian and the double sum becomes an integral over the velocity spectral density

C(E,E′) = lim(L→∞) (1/Ω) Σ_{nm} |v_nm|² δ(E − E_n)δ(E′ − E_m).

If C is continuous near E = E′, we may now let η → 0 and replace the Lorentzian factor by πδ(E − E′):

σ_dc = 2π ∫dE [−f′(E)] C(E,E).

The continuity condition matters. In a perfect crystal v has intraband elements, C contains δ(E − E′), and the result diverges even in this order. For localized states, v_nm is proportional to (E_n − E_m)x_nm, with x_nm the position matrix element. If the spectral density of |x_nm|² grows more slowly than 1/D², C(E,E) vanishes and σ_dc = 0. The correct order reveals a finite metallic value when there is one.

The coherent-potential approximation (CPA) estimates C directly for the infinite lattice. It replaces the disorder by a complex, site-local self-energy Σ(E), chosen so that a site embedded in the effective medium causes no scattering on average. With band energy ε_k = −2(cos k_x + cos k_y + cos k_z), v_x = 2 sin k_x and spectral function

A(k,E) = −(1/π) Im[1/(E − Σ(E) − ε_k)],

it gives C(E,E′) = ⟨v_x²A(k,E)A(k,E′)⟩_k, where the bracket is an average over k. The corrections from repeated site-local scattering vanish within CPA, because v_x is odd in k while ε_k is even. Interference corrections beyond CPA are omitted.

Within this approximation, without interference, a weak-scattering estimate shows how η biases the infinite system. If the scattering rate is Γ = −2 Im Σ, two spectral functions of half-width Γ/2 combine into a Lorentzian in E − E′ of half-width Γ. Combining it with the broadening adds the half-widths, so

σ_∞(η) ≈ σ_dc Γ/(Γ + η).

**Reading a worked case**

The site energies are spread uniformly over a width 6t, with T = 0.1t. These are round model parameters, not those of a named metal. In units of e²/(ħa), the averaged Γ-point sums are:

η = 0.2t: 0.215 (L = 6), 0.253 (L = 8), 0.241 (L = 10)
η = 0.05t: 0.187, 0.242, 0.243
η = 0.01t: 0.109, 0.174, 0.216
η = 0.001t: 0.024, 0.056, 0.112
η = 0.0001t: 0.003, 0.008, 0.073

At η = 0.2t an independent calculation for L = 20, made without diagonalization, gives 0.252 ± 0.005, the uncertainty being one standard error. The L = 8 and L = 10 values agree with it within the tested 12 percent. The L = 6 value is 15 percent low. Taken alone, the missing-level correction would lower the sum by 0.04237/(π × 0.2) ≈ 7 percent, so it cannot account for the whole difference. Momentum sampling is large in so small a cell: CPA evaluated on the 6³ periodic momenta is 9 percent below its infinite-lattice value, and with antiperiodic boundaries the averaged L = 6 sum at this η is about 0.27 instead.

At η = 0.01t the value rises from 0.109 to 0.216 as L grows from 6 to 10. That size dependence is the warning sign. The last L = 10 entry, from six configurations, falls less than the other two. One nearly degenerate pair holds it up. From σ_∞ above, v̄² ≈ 0.25 × 1000 × 0.00901²/(2π) ≈ 0.0032. With F ≈ 1/(4T) = 2.5, both orderings of the pair, and division by six configurations, a pair with |v_nm|² equal to this average contributes at most

(2/1000) × 2 × 2.5 × 0.0032/0.0001/6 ≈ 0.05.

Such a pair is present in one of the six cells. Its gap is 1.4×10⁻⁴ t and its |v_nm|² is 0.0115, about 3.6 times the average, so it supplies 0.060 of the 0.073. The other five cells give between 0.009 and 0.025. For any fixed nondegenerate cell, the bound still forces the sum to zero eventually.

For the infinite lattice CPA gives 0.257 at η = 0.2t, about 2 percent above the L = 20 value, and 0.276 at η = 0. The ratio is 0.93. The weak-scattering estimate with Γ = 2.263t is 2.263/2.463 ≈ 0.92.

For a = 0.25 nm the unit e²/(ħa) is 9.7365×10⁵ S/m. The CPA dc value becomes 2.7×10⁵ S/m, or about 370 μΩ cm. With Γ = 2.26t the mean free path is only one to two lattice constants, so the omitted interference need not be small; this is an estimate, not the converged dc value of the model. Taking the L = 8 sum at η = 0.0001t at face value would give 0.00795 × 9.7365×10⁵ ≈ 7.7×10³ S/m, or about 13,000 μΩ cm. The disorder is the same; the difference comes from resolving the discrete levels of the cell.

**How to choose η**

You need Δ ≪ η ≪ Γ. Two errors of the Γ-point sum have simple estimates: the missing level and the broadening. Together they give

δσ/σ_dc ≈ −Δ/(πη) − η/Γ.

Both of these terms lower the result. In a large three-dimensional metal with time-reversal symmetry and negligible spin-orbit coupling, the omitted interference adds a correction that grows as √η and raises it. Strong spin-orbit coupling reverses the sign of this correction and of the missing-level term. Diffusion theory estimates its relative size as √η/(4π²ν𝒟^{3/2}), with 𝒟 ≈ 1.13 the diffusion constant found above. That is about +5 percent at η = 0.08t, larger than either term kept for L = 10. The momentum-sampling error of a small cell can also be of similar size. Use the formula as a guide to the scale of η, not as an error bar. Setting the derivative with respect to η to zero gives Δ/(πη²) = 1/Γ, hence

η_best = √(ΔΓ/π),  |δσ|/σ_dc ≈ 2√(Δ/(πΓ)).

For L = 10 this gives η_best = √(0.00901 × 2.263/π) ≈ 0.08t and a combined size of 7 percent for these two terms. Since Δ ∝ L⁻³, this estimate of the best η falls as L^{−3/2}. The diffusion rate across the cell falls faster, as L⁻², so the nonuniform diffusion modes, which the estimate neglects, gain importance as L grows. Already at L = 10, η_best is about a fifth of the slowest mode's rate, 1.13 × (2π/10)² ≈ 0.45t. The estimate should therefore not be extrapolated to much larger cells.

In practice, fix η and increase L until the average is stable. Then lower η and repeat, keeping η well above Δ. Extrapolate the size-converged values to η = 0, allowing for a √η term as well as a linear one, and leave out the points where the curve has started to bend down because the cell has run out of levels. The numerical output below gives more digits.

Numbers as computed

```
Disorder width W = 6.0 t, temperature T = 0.1 t
Time test, L = 3, rate eta = 0.5 t, sigma in e^2/(hbar a):
  propagated response         0.01429
  formula, stiffness pole     -0.27284
  formula, Kubo-Greenwood sum 0.28713
  formula, total              0.01429
Twist average over 32 twists, L = 4, in units of t a^2:
  mean of sum f E''         0.427204
  mean of sum (-f') v_nn^2  0.427204
  sum f E'' at Gamma alone  -1.964116
One fixed cell, L = 6, eta far below the smallest gap:
  Gamma: smallest gap 1.70e-03 t, power of eta 1.0000
  twist pi/2 across cell: smallest gap 5.49e-03 t, power of eta -1.0000
Disorder-averaged Gamma sums, sigma in e^2/(hbar a):
  eta/t         0.2000    0.0500    0.0100    0.0010    0.0001
  L =  6       0.21459   0.18654   0.10853   0.02437   0.00268
  L =  8       0.25322   0.24246   0.17406   0.05624   0.00795
  L = 10       0.24116   0.24329   0.21622   0.11178   0.07253
  L =  6: 60 samples, Delta = 0.04237 t
  L =  8: 40 samples, Delta = 0.01759 t
  L = 10: 6 samples, Delta = 0.00901 t
  L = 20, eta = 0.2 t, Chebyshev: 0.2517 +- 0.0050
Crossover, L = 8: eta/Delta, sigma_8/sigma_20(0.2 t), predicted R
   0.2   0.448   0.408
   0.5   0.661   0.617
   1.0   0.814   0.760
   3.0   0.968   0.904
  R(10) = 0.9692, 1 - 1/(10 pi) = 0.9682
Infinite lattice, CPA, sigma in e^2/(hbar a):
  scattering rate at E = 0: 2.263 t
  eta = 0.2 t: 0.2570;  eta = 0: 0.2758
  unit e^2/(hbar a) for a = 0.25 nm: 9.7365e+05 S/m
  CPA dc conductivity: 2.686e+05 S/m
  CPA dc resistivity: 372 microohm cm
```
